# Limited drift near a node from exact integration of the drift flow

## 1. Definitions and conventions

Atomic units are used: lengths are in bohr and the imaginary time step $\tau$ is in inverse hartree. The vector $\mathbf R$ collects all electron coordinates, the Hamiltonian is $H=-\tfrac12\nabla^2+U(\mathbf R)$, and $\psi(\mathbf R)$ is a real guiding function. Its drift velocity and local energy are

$$\mathbf V=\frac{\nabla\psi}{\psi},\qquad v=|\mathbf V|,\qquad E_L=-\frac12\frac{\nabla^2\psi}{\psi}+U .$$

In diffusion Monte Carlo a function $\varphi$ evolves by $\partial_t\varphi=\tfrac12\nabla^2\varphi-(U-E_T)\varphi$, where $E_T$ is a constant energy shift. Importance sampling follows the product $f=\psi\varphi$ instead. With $\varphi=f/\psi$,

$$\nabla\varphi=\frac{\nabla f-\mathbf Vf}{\psi},\qquad
\psi\nabla^2\varphi=\nabla\cdot(\nabla f-\mathbf Vf)-\mathbf V\cdot(\nabla f-\mathbf Vf).$$

Since $\mathbf V\cdot\nabla f=\nabla\cdot(\mathbf Vf)-f\,\nabla\cdot\mathbf V$ and $\nabla\cdot\mathbf V+v^2=\nabla^2\psi/\psi$, this is

$$\psi\nabla^2\varphi=\nabla^2f-2\nabla\cdot(\mathbf Vf)+f\,\frac{\nabla^2\psi}{\psi}.$$

Half of it, inserted in the evolution equation, gives

$$\partial_tf=\tfrac12\nabla^2f-\nabla\cdot(\mathbf Vf)-(E_L-E_T)f .$$

The three terms are diffusion with constant $\tfrac12$, drift with velocity $\mathbf V$, and branching. The simplest move of a walker freezes the drift during the step:

$$\mathbf R'=\mathbf R+\tau\mathbf V(\mathbf R)+\sqrt\tau\,\boldsymbol\xi ,$$

where the components of $\boldsymbol\xi$ are independent normal variables of unit variance. The term $\tau\mathbf V$ is called the Euler step below.

## 2. The drift beside a node

Let $d>0$ be the distance from $\mathbf R$ to the nodal surface $\psi=0$, and $\mathbf n$ the unit normal pointing from the node to the walker. If the zero is simple, then along the normal

$$\psi=c\,(d+b\,d^2+O(d^3)),\qquad c\neq0 .$$

The normal component of the drift is the logarithmic derivative,

$$V_n=\frac{1+2bd+O(d^2)}{d\,(1+bd+O(d^2))}=\frac1d\,(1+2bd)(1-bd)+O(d)=\frac1d+b+O(d).$$

The constant $c$ cancels, so the drift points away from the node on both sides. The leading term is universal for simple zeros, whereas $b$ depends on $\psi$.

The Euler step $\tau/d$ has no upper limit. It fails because it uses the initial velocity for the whole time $\tau$, although the velocity falls as soon as the walker moves away. The remedy is to let the velocity change during the step.

The model to be integrated is a flat node with $\psi=c\,d$ and constant $c$, so that

$$\mathbf V=\frac{\mathbf n}{d},\qquad v=\frac1d .$$

## 3. Integrating the flow

Without noise the walker obeys $d\mathbf R/dt=\mathbf V(\mathbf R)$. The velocity is along $\mathbf n$, and on a flat node $\mathbf n$ does not change when the walker moves along it. The path is therefore a straight line. Let $D(t)$ be the distance to the node at time $t$, with $D(0)=d$. Then

$$\frac{dD}{dt}=\frac1D\quad\Rightarrow\quad \frac{d}{dt}\frac{D^2}{2}=1\quad\Rightarrow\quad D(\tau)=\sqrt{d^2+2\tau}.$$

The positive root holds because $D$ starts positive and grows. The average velocity over the step is the displacement divided by the time:

$$\bar{\mathbf V}=\mathbf n\,\frac{\sqrt{d^2+2\tau}-d}{\tau}.$$

A simulation knows $\mathbf V$ but usually not the distance to the node. In the model $d=1/v$ and $\mathbf n=\mathbf V/v$, hence

$$\bar{\mathbf V}=\frac{\mathbf V}{v}\,\frac{\sqrt{1/v^2+2\tau}-1/v}{\tau}
=\frac{\mathbf V}{v}\,\frac{\sqrt{1+2v^2\tau}-1}{v\tau},$$

that is,

$$\boxed{\;\bar{\mathbf V}=\mathbf V\,\frac{\sqrt{1+2v^2\tau}-1}{v^2\tau}\;}$$

This is the Umrigar-Nightingale-Runge limited drift in its simplest form; a more general version multiplies $v^2\tau$ in both places by an adjustable parameter, which here equals 1. It is exact for the noise-free flow in the field $\mathbf n/d$. For another $\psi$ it is an approximation, in which $1/v$ serves as an estimate of the distance to the node. Where $v$ is not caused by a node this estimate is wrong, and the limited step can be worse than the Euler step. For $\psi=e^{-Zr}$ the speed is the constant $Z$ and the Euler step follows the flow exactly; with $Z=10$ and $\tau=0.01$ that step is 0.100 bohr, while the limited one is 0.073 bohr.

The simple zero matters. If $\psi\propto d^m$, then $v=m/d$ and $D^2=d^2+2m\tau$. Substituting $d=m/v$ gives the same formula with $v^2\tau$ replaced by $v^2\tau/m$ in both places.

## 4. Bound and limits

Multiplying numerator and denominator by $\sqrt{1+2v^2\tau}+1$ turns the numerator into $2v^2\tau$, so

$$\bar{\mathbf V}=\frac{2\mathbf V}{1+\sqrt{1+2v^2\tau}} .$$

This form is the better one in a program. At very small $v^2\tau$ the first form subtracts two nearly equal numbers: for $v=10^{-8}$ and $\tau=0.01$ it returns zero in double precision, while the second form returns $v$.

The reciprocal of the length shows the behaviour for all $v$:

$$\frac1{|\bar{\mathbf V}|}=\frac12\left(\frac1v+\sqrt{\frac1{v^2}+2\tau}\right).$$

The right side decreases as $v$ grows, so $|\bar{\mathbf V}|$ increases with $v$. The right side is larger than $\tfrac12\sqrt{2\tau}=\sqrt{\tau/2}$ and tends to this value as $v\to\infty$. Therefore

$$|\bar{\mathbf V}|<\sqrt{2/\tau},\qquad \tau|\bar{\mathbf V}|<\sqrt{2\tau}.$$

The bound is approached at the node and is not attained at any finite $v$. Its meaning is plain from $D=\sqrt{d^2+2\tau}$: a walker released at the node reaches the distance $\sqrt{2\tau}$. This is comparable with the diffusive spread $\sqrt\tau$ of one coordinate.

In the opposite limit, put $u=2v^2\tau\ll1$ and use $\sqrt{1+u}=1+u/2-u^2/8+\dots$:

$$\frac{\sqrt{1+2v^2\tau}-1}{v^2\tau}=\frac{v^2\tau-\tfrac12v^4\tau^2+\dots}{v^2\tau}=1-\frac{v^2\tau}2+\dots$$

At a fixed point off the node the limited step thus differs from the Euler step by a term of order $\tau^2$, and the drift has the correct limit as $\tau\to0$. The expansion is not uniform: it requires $v^2\tau\ll1$, which near the node means $d\gg\sqrt\tau$.

## 5. The first correction for a general guiding function

Now keep the constant $b$ in the normal drift and consider motion along the normal. The distance $x(t)$ obeys $\dot x=1/x+b$ with $x(0)=d$. The neglected part of the drift is $a\,x+\dots$, with a constant $a$ that depends on $\psi$. For $d$ of order $\sqrt\tau$ it changes the displacement by order $\tau^{3/2}$, while $b$ changes it by order $\tau$.

Write $x=D+b\,e$, where $D=\sqrt{d^2+2t}$ is the flow for $b=0$. To first order in $b$, $1/x=1/D-b\,e/D^2$. Since $\dot D=1/D$, the terms proportional to $b$ give

$$\dot e=1-\frac{e}{D^2}=1-\frac{e\dot D}{D},\qquad e(0)=0 .$$

Multiplication by $D$ makes the left side below a total derivative:

$$\frac{d}{dt}(De)=D .$$

With $dt=D\,dD$, the integral of $D$ over time is $\int_d^D D'^2\,dD'=(D^3-d^3)/3$, so

$$e=\frac{D^3-d^3}{3D}.$$

From here on $D$ is taken at $t=\tau$. The exact displacement is $D-d+b\,e$.

The limited displacement also depends on $b$, because it is computed from the actual $v$. In terms of $w=1/v$ it is $L(w)=\sqrt{w^2+2\tau}-w$, and

$$w=\frac{d}{1+bd}=d-bd^2+\dots,\qquad L'(d)=\frac dD-1 .$$

Its change is $L'(d)\,(-bd^2)=b\,d^2(D-d)/D$. Subtracting,

$$\text{exact}-\text{limited}=\frac{b}{3D}\left[D^3-d^3-3d^2(D-d)\right]
=\frac{b}{3D}\left[D^3-3d^2D+2d^3\right].$$

The bracket factorizes. Indeed $(D^2-2Dd+d^2)(D+2d)=D^3+(2-2)D^2d+(1-4)Dd^2+2d^3$, which is the bracket. Hence

$$\boxed{\;\text{exact}-\text{limited}=\frac{b\,(D-d)^2(D+2d)}{3D}\;}\qquad(|b|D\ll1,\ |a|D\ll|b|).$$

At the node, $d\to0$ and $D^2=2\tau$, so the difference is $2b\tau/3$. Relative to the step $\sqrt{2\tau}$ this is $b\sqrt{2\tau}/3$, which vanishes with the time step. For $\sqrt\tau\ll d\ll1/|b|$ we have $D-d\approx\tau/d$ and $D+2d\approx3d$, and the difference becomes $b\tau^2/d^2$. In this range the size of the neglected term can be given explicitly. For short times the flow moves $v\tau+\tfrac12v v'\tau^2$ and the limited step is $v\tau-\tfrac12v^3\tau^2$, so the difference is $\tfrac12\tau^2v\,(v'+v^2)$. With $v=1/d+b+a\,d$, we have $v'+v^2=2b/d+3a+b^2+\dots$, so the term $a\,d$ adds $3a\tau^2/(2d)$, which is negligible only if $|a|\,d\ll|b|$.

If $c$ varies along the node, there is also a finite tangential drift $\mathbf g$. The limited formula multiplies it by the same factor as the normal part, approximately $2d/(d+D)$. The tangential displacement $\mathbf g\tau$ is then largely suppressed close to the node. This error too is of order $\tau$.

## 6. Example: the node of hydrogen 2s

The exact 2s function is $\psi=(2-r)e^{-r/2}$ up to normalization. Its node is the sphere $r=2$ bohr. The radial drift is

$$\frac{\psi'}{\psi}=-\frac1{2-r}-\frac12=\frac1{r-2}-\frac12 .$$

Outside the sphere $d=r-2$, so the drift is $1/d-\tfrac12$ and $b=-\tfrac12$ bohr$^{-1}$, with no further terms. The surface is curved, but the motion is radial and stays on one line, so section 5 applies.

Take $\tau=0.01$ and $d=0.01$ bohr. Then $v=100-0.5=99.5$. The Euler step is $99.5\times0.01=0.995$ bohr, about a hundred times the distance to the node. The limited step is

$$\tau\bar V=\frac{2\times0.995}{1+\sqrt{1+2\times99.5^2\times0.01}}=\frac{1.990}{1+14.107}=0.1317\ \text{bohr},$$

below the bound $\sqrt{2\tau}=0.1414$ bohr, or 7.48 pm. Numerical integration of the actual flow gives 0.1284 bohr. For the predicted difference, $D=\sqrt{0.0001+0.02}=0.1418$ bohr and

$$-\frac12\,\frac{(0.1318)^2(0.1618)}{3\times0.1418}=-0.0033\ \text{bohr},$$

in agreement with $0.1284-0.1317$. The results for four starting distances, all in bohr, are:

| $d$ | Euler | limited | exact flow |
|---|---|---|---|
| 0.001 | 9.995 | 0.1404 | 0.1371 |
| 0.010 | 0.995 | 0.1317 | 0.1284 |
| 0.100 | 0.0950 | 0.0710 | 0.0692 |
| 0.500 | 0.01500 | 0.01483 | 0.01471 |

The limited step is slightly too long here, as the negative $b$ requires. In the first row the excess is about 2.4% of the exact step, while the Euler step is too long by a factor of about 73.

In the last row the difference is $-0.000125$ bohr, but the first-order formula gives $-0.000188$. There $bd=-0.25$ is not small. Since $d\gg\sqrt\tau$, a short-time expansion can be used instead. The flow has acceleration $v\,dv/dd=-v/d^2$, so its displacement is $v\tau-v\tau^2/(2d^2)$. The limited one is $v\tau-v^3\tau^2/2$ by section 4. The difference is

$$-\frac{v\tau^2}2\left(\frac1{d^2}-v^2\right)=-\frac{1.5\times10^{-4}}2\,(4-2.25)=-0.00013\ \text{bohr},$$

close to the integrated value. When $\tau$ is reduced at fixed $d/\sqrt\tau$, the first-order formula becomes accurate. For $d=3\sqrt\tau$ the ratio of the actual difference to the formula is 0.981 at $\tau=10^{-4}$ and 0.998 at $\tau=10^{-6}$.

## 7. What the noise changes

The flow is only half of the walker's motion. For $\psi=d$ on a flat node with $U=0$, the complete motion can also be solved. Here $E_L=0$, and with $E_T=0$ there is no branching. Let $x$ and $y$ be the initial and final distances, and

$$g(z)=\frac{e^{-z^2/2\tau}}{\sqrt{2\pi\tau}} .$$

The function $\varphi$ diffuses freely and must vanish at the node, so its kernel is the image solution $g(y-x)-g(y+x)$. Because $f=\psi\varphi$, the kernel for $f$ carries the factor $\psi(y)/\psi(x)$:

$$G(y,x)=\frac yx\,[g(y-x)-g(y+x)],\qquad y>0 .$$

For odd $k$, replacing $y$ by $-y$ in the second term joins the two half-line integrals into one over the full line:

$$\int_0^\infty y^k[g(y-x)-g(y+x)]\,dy=\int_{-\infty}^{\infty}y^k g(y-x)\,dy .$$

With $k=1$ the norm is $x/x=1$. With $k=3$ the second moment is

$$\langle y^2\rangle=\frac{x^3+3x\tau}{x}=x^2+3\tau .$$

Compare the Gaussian moves. Limited drift takes the centre to $\sqrt{x^2+2\tau}$, and the noise adds the variance $\tau$. The second moment is $x^2+2\tau+\tau$, equal to that of the exact kernel. Euler drift gives

$$\left(x+\frac\tau x\right)^2+\tau=x^2+3\tau+\frac{\tau^2}{x^2}.$$

For $x=0.01$ bohr and $\tau=0.01$, the exact kernel and the limited move both have second moment 0.0301 bohr². The Euler move has 1.0301 bohr², the excess being $\tau^2/x^2=1$ bohr².

The agreement does not extend to the mean. Multiplying the equation for $f$ by $y$ and integrating by parts gives $d\langle y\rangle/dt=\langle1/y\rangle$; the boundary terms vanish because $f\propto y^2$ at the node. For a distribution of nonzero width, $\langle1/y\rangle>1/\langle y\rangle$, since $1/y$ is convex. Thus $d\langle y\rangle^2/dt>2$, and the true mean lies beyond $\sqrt{x^2+2\tau}$. For the same $x$ and $\tau$ the means are 0.1598 bohr for the exact kernel and 0.1418 bohr for the limited move.

The Gaussian move can also cross the node, which the exact kernel forbids. Crossing requires $\sqrt\tau\,\xi<-\sqrt{x^2+2\tau}$, or $\xi<-\sqrt{2+x^2/\tau}$. This is most probable at $x\to0$, where the probability is 7.9%; at $x=0.01$ bohr it is 7.8%. The second moment found above includes the crossed walkers. Limiting the drift therefore does not replace the fixed-node rule, and crossing moves must still be dealt with. Rejecting them and removing their walkers are not equivalent. Since $f\propto y^2$, the layer of width $\sqrt\tau$ beside the node holds a fraction of order $\tau^{3/2}$ of the walkers, so removal loses walkers at a rate of order $\sqrt\tau$ per unit time and gives the energy an error of that order. Rejection loses no walkers and avoids this term.

## 8. Use in variational Monte Carlo

In variational Monte Carlo the move is a Metropolis proposal with density

$$T(\mathbf R'|\mathbf R)\propto\exp\left[-\frac{|\mathbf R'-\mathbf R-\tau\bar{\mathbf V}(\mathbf R)|^2}{2\tau}\right],$$

accepted with probability

$$A(\mathbf R'|\mathbf R)=\min\left[1,\frac{\psi^2(\mathbf R')\,T(\mathbf R|\mathbf R')}{\psi^2(\mathbf R)\,T(\mathbf R'|\mathbf R)}\right].$$

The product $\psi^2(\mathbf R)\,T(\mathbf R'|\mathbf R)\,A(\mathbf R'|\mathbf R)$ is the smaller of $\psi^2(\mathbf R)T(\mathbf R'|\mathbf R)$ and $\psi^2(\mathbf R')T(\mathbf R|\mathbf R')$. It is symmetric in the two points, so $\psi^2$ is stationary whatever approximation was made in the drift. Both densities must use the same function $\bar{\mathbf V}$, each at its own starting point. Node crossings are allowed here, because the target is $\psi^2$ on both sides.

The limit changes how the walk behaves close to the node. Suppose a proposed point $\mathbf R'$ lies at a very small distance $d'$ from the node. With Euler drift the reverse move starts with a displacement $\tau/d'$, so for an ordinary separation of the two points $T(\mathbf R|\mathbf R')$ contains roughly $e^{-\tau/2d'^2}$, and the move is almost surely rejected. With limited drift the reverse displacement is below $\sqrt{2\tau}$, and this exponential factor is absent. The move is still accepted only rarely, because $\psi^2(\mathbf R')\propto d'^2$ is small, but the acceptance now falls as a power of $d'$. Since the product above is symmetric, the same factor suppresses moves from $\mathbf R'$ to points at an ordinary separation. The least suppressed exits lie roughly $\tau/2d'$ away, where the forward and reverse Gaussians balance, so the total escape probability has the leading factor $e^{-\tau/8d'^2}$. With Euler drift a walker that sits at $d'\ll\sqrt\tau$ is therefore rejected step after step and stays trapped, whereas with limited drift it leaves readily: for $\psi=d$ and $d'=0.1\sqrt\tau$ the escape probability per step is $1.6\times10^{-5}$ with Euler drift and 0.98 with limited drift. The gain is in this region; the acceptance ratio averaged over $\psi^2$ need not improve.

## 9. Several electrons

The derivation uses the distance to the node in the space of all coordinates that move. When all electrons move together, $\mathbf V$ is the full vector and $v^2$ is the sum over all its components. Two electrons on a line with $\psi=x_2-x_1=s>0$ show what this means. Here

$$\mathbf V=\frac{(-1,\,1)}s,\qquad v=\frac{\sqrt2}s,\qquad d=\frac s{\sqrt2}.$$

The flow is $\dot s=2/s$, so $s^2=s_0^2+4\tau$. The full-vector formula gives $d^2\to d^2+2\tau$, which is the same result.

If each electron is limited by its own speed $1/s_0$ and both are moved together, each travels $\sqrt{s_0^2+2\tau}-s_0$. The final separation is

$$s=s_0+2\left(\sqrt{s_0^2+2\tau}-s_0\right)=2\sqrt{s_0^2+2\tau}-s_0 .$$

For $s_0=0.01$ bohr and $\tau=0.01$ this is $2\times0.14177-0.01=0.2735$ bohr, while the exact flow gives 0.2002 bohr. Each electron has retreated as though the other stood still.

Moving them in turn, with the velocity recomputed after the first move, gives $s_1^2=s_0^2+2\tau$ and then $s^2=s_1^2+2\tau=s_0^2+4\tau$. The separation is again that of the exact flow. The individual positions are not, because the first electron moves farther than the second. These exact results belong to a single flat node. With two nodes within $\sqrt\tau$ both schemes fail: for $\psi=(x_2-x_1)(x_3-x_1)(x_3-x_2)$ started at $0$, $0.01$, $0.05$ bohr with $\tau=0.01$, the exact gaps are 0.175 and 0.176 bohr, moves in turn give 0.047 and 0.220, and the full vector gives 0.187 and 0.013.

The full-vector form has a cost of its own in large systems. If $N$ electrons each contribute about $v_1^2$ to $v^2$, the common factor is $2/(1+\sqrt{1+2Nv_1^2\tau})$. At fixed $\tau$ it falls as $N$ grows, even with no walker near a node, and the drift of one electron then depends on electrons far away. Limiting each electron separately, with moves made in turn, removes this common factor. The drift of one electron then depends on the others only through $\psi$ itself.

The numerical check checks the closed formula against the integrated flow, the correction in $b$ on the 2s drift, and the norm and second moment of the kernel. For two electrons it checks that the full-vector move and the moves made in turn reproduce the exact separation, and that separate limiting with simultaneous moves overshoots it.

## Computed results

```
time step tau = 0.0100 1/hartree
bound on limited speed sqrt(2/tau) = 14.1421 a.u.
bound on drift step sqrt(2 tau) = 0.14142 bohr = 7.484 pm
hydrogen 2s outside node r = 2 bohr: b = -0.500 1/bohr
d, steps and differences in bohr; v and limited v in a.u.
d = 0.001: v = 999.500, limited v = 14.0424
   Euler step = 9.995000, limited step = 0.140424, exact flow step = 0.137111
   exact - limited = -0.003313, first order in b = -0.003333
d = 0.010: v = 99.500, limited v = 13.1728
   Euler step = 0.995000, limited step = 0.131728, exact flow step = 0.128446
   exact - limited = -0.003282, first order in b = -0.003302
d = 0.100: v = 9.500, limited v = 7.1033
   Euler step = 0.095000, limited step = 0.071033, exact flow step = 0.069181
   exact - limited = -0.001852, first order in b = -0.001925
d = 0.500: v = 1.500, limited v = 1.4835
   Euler step = 0.015000, limited step = 0.014835, exact flow step = 0.014710
   exact - limited = -0.000125, first order in b = -0.000188
ratio (exact - limited)/(first order in b), no unit:
   tau = 1e-04 1/hartree, d/sqrt(tau) = 0.1: 0.99939
   tau = 1e-04 1/hartree, d/sqrt(tau) = 1.0: 0.99628
   tau = 1e-04 1/hartree, d/sqrt(tau) = 3.0: 0.98053
   tau = 1e-06 1/hartree, d/sqrt(tau) = 0.1: 0.99994
   tau = 1e-06 1/hartree, d/sqrt(tau) = 1.0: 0.99963
   tau = 1e-06 1/hartree, d/sqrt(tau) = 3.0: 0.99805
flat node with noise, start d = 0.010 bohr:
   second moment, exact kernel = 0.030100 bohr^2
   second moment, limited drift = 0.030100 bohr^2
   second moment, Euler drift = 1.030100 bohr^2
   mean position, exact kernel = 0.159843 bohr
   mean position, limited drift = 0.141774 bohr
   node-crossing probability, limited drift = 0.07813
start at the node: exact mean = 0.159577 bohr, crossing probability = 0.07865
two electrons, starting separation = 0.010 bohr; final separation:
   exact flow = 0.200250 bohr
   whole vector limited = 0.200250 bohr
   each limited, moved together = 0.273549 bohr
   each limited, moved in turn = 0.200250 bohr
```
